# Furry's theorem for closed electron loops: traces, conditions and numerical tests, part 2

A closed electron loop is compared with the same loop traversed in the opposite direction, to find when the two cancel. Rydberg atomic units are used: $\hbar=1$, $m_e=\tfrac12$, $c=2/\alpha$ with $\alpha$ the fine-structure constant, energies in Ry, momenta in bohr$^{-1}$, and $M=m_ec^2=c^2/2$. The metric is $g^{\mu\nu}=\mathrm{diag}(+,-,-,-)$, and

$$\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}. \tag{1}$$

The products of zero to four different $\gamma$'s, with indices in increasing order, are called $\Gamma_A$; all except $1$ are traceless. With $p^\mu=(E,c\mathbf p)$, $\hat p\equiv\gamma^0E-c\,\boldsymbol\gamma\cdot\mathbf p$ and $p^2=E^2-c^2\mathbf p^2$, the propagator is

$$S(p)=(\hat p-M)^{-1}=\frac{\hat p+M}{p^2-M^2}. \tag{2}$$

Vertex $i=1,\dots,n$ carries a Dirac matrix $\Gamma_i$ and injects four-momentum $q_i$, with $\sum_iq_i=0$. The loop and its reverse are

$$T(\ell)=\mathrm{tr}\,[\Gamma_1S(p_1)\,\Gamma_2S(p_2)\cdots\Gamma_nS(p_n)],\qquad p_n=\ell,\quad p_{i-1}=p_i+q_i . \tag{3}$$

$$T_{\rm rev}(\ell')=\mathrm{tr}\,[\Gamma_nS(r_1)\,\Gamma_{n-1}S(r_2)\cdots\Gamma_1S(r_n)], \tag{4}$$

with $r_n=\ell'$, $r_{n-1}=r_n+q_1$, $r_{n-2}=r_{n-1}+q_2$, and so on.

An invertible matrix $C$ satisfies

$$C\gamma^\mu C^{-1}=-\gamma^{\mu T}\qquad(\mu=0,1,2,3). \tag{5}$$

For a product of $k$ gamma matrices,

$$C\gamma^{a_1}\cdots\gamma^{a_k}C^{-1}=(-1)^k\gamma^{a_1T}\cdots\gamma^{a_kT}=(-1)^k(\gamma^{a_k}\cdots\gamma^{a_1})^T. \tag{6}$$

Each vertex has a sign $\eta_i$, defined by $C\Gamma_iC^{-1}=\eta_i\Gamma_i^T$. It is $+1$ for the classes S ($1$), A ($\gamma^\mu\gamma^5$) and P ($\gamma^5$), and $-1$ for V ($\gamma^\mu$) and T ($\sigma^{\mu\nu}$), where $\gamma^5=i\gamma^0\gamma^1\gamma^2\gamma^3$ and $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$. The numbers of V and T vertices are $n_V$ and $n_T$. The integrands obey

$$T(\ell)=\eta_1\cdots\eta_n\;T_{\rm rev}(-\ell). \tag{9}$$

The amplitude is a common factor times $\sum_{\rm orders}\int d^4\ell\;T_{\rm order}(\ell)$, summed over the cyclic orders of the vertices.

**Pairing.** Write each cyclic order starting from vertex 1, as $(1,a_2,\dots,a_n)$; there are $(n-1)!$. The reversed order, rotated to start from 1, is $(1,a_n,\dots,a_2)$. It equals the original only if $a_2=a_n$, which is impossible for $n\ge3$. For $n\ge3$ the orders thus fall into $(n-1)!/2$ pairs. Let $L$ and $L_{\rm rev}$ be the integrals of $T$ and $T_{\rm rev}$. If the integration is symmetric under $\ell\to-\ell$, (9) gives $L_{\rm rev}=\eta L$ with $\eta=\prod_i\eta_i$, and each pair contributes

$$L+L_{\rm rev}=(1+\eta)\,L. \tag{10}$$

For $n$ vector vertices the pair is zero when $n$ is odd and $2L$ when $n$ is even. In general the sign is $(-1)^{n_V+n_T}$, so loops of type VVA and SSS are doubled and not removed. For $\eta=+1$ a code for the vacuum needs only half of the orders; with electrons present $L_{\rm rev}$ need not equal $L$, because (18) in Section A.9 then relates loops at opposite chemical potentials.

**The cases $n=1$ and $n=2$.** There is one cyclic order, and $T_{\rm rev}$ is the same diagram. For $n=1$, (9) says $T(\ell)=\eta T(-\ell)$. Explicitly, $\mathrm{tr}\,\gamma^\mu=0$ and $\mathrm{tr}\,\gamma^\mu\gamma^\nu=4g^{\mu\nu}$ (the trace of (1)) give

$$\mathrm{tr}\,[\gamma^\mu S(p)]=\frac{4p^\mu}{p^2-M^2},$$

which the program tests. It is odd in $p$, so the tadpole vanishes on symmetric integration, by cancellation between $\ell$ and $-\ell$ within one diagram. For $n=2$ and two vector vertices, (9) relates the single diagram to itself with sign $+1$. This puts no constraint on the vacuum integral and supplies no factor 2. For one odd and one even vertex it gives $L=-L=0$ when the integration is symmetric and $L_{\rm rev}$ may be relabelled into $L$.

**The regulator.** The step from (9) to (10) changes the variable $\ell\to-\ell$ in an integral that may diverge. Two prescriptions are safe. One restricts every internal momentum to a set $B$ with $B=-B$, as a finite basis symmetric under $\mathbf k\to-\mathbf k$ does; then the admitted terms of $T$ and of $T_{\rm rev}$ correspond one to one under $p_i\to-p_i$. The other cuts off the loop variable symmetrically and assigns it to the same line in both orientations. If the two orientations use different lines, the variables differ by a shift $a$. The change of the integral under a shift is, to first order, the integral of the total derivative $a\cdot\partial_\ell T$, which is a surface term. For $n=3$ in four dimensions the surface grows as $\Lambda^3$ and the integrand falls as $\Lambda^{-3}$, so by power counting the surface term need not vanish as the cutoff $\Lambda$ is removed. With Pauli–Villars subtraction, (9) holds for each regulator mass separately and, for $n=3$, the leading $\ell^{-3}$ term of $T$ does not depend on the mass and cancels in the subtraction, so the subtracted integrand falls at least as $\Lambda^{-4}$ and the surface term vanishes as $\Lambda\to\infty$.

## A.8 Static fields: the energy form and the all-order statement

For implementation in a finite basis the loops appear as terms in an energy. With $\alpha_i=\gamma^0\gamma^i$ and $\beta=\gamma^0$, the free Hamiltonian is $H_0(\mathbf k)=c\,\boldsymbol\alpha\cdot\mathbf k+\beta M$. Multiplying out, $\gamma^0(\hat p-M)=E-c\,\boldsymbol\alpha\cdot\mathbf p-\beta M=E-H_0$, and inverting,

$$G_0(E)\equiv(E-H_0)^{-1}=S(p)\,\gamma^0. \tag{11}$$

A coupling $\bar\psi\Gamma\psi=\psi^\dagger\gamma^0\Gamma\psi$ adds $\gamma^0\Gamma$ times a real function of position to the Hamiltonian. Thus $\Gamma=\gamma^0$ gives the unit matrix (an electrostatic potential), $\Gamma=\gamma^i$ gives $\alpha_i$ (a vector potential) and $\Gamma=1$ gives $\beta$ (a shift of the mass). From here on the representation is unitary, and each $\gamma^0\Gamma$ is taken Hermitian, so that $H=H_0+\lambda W$ is Hermitian. This holds for real combinations of the S, V, T and A matrices of Section A.4; $\gamma^0\gamma^5$ is anti-Hermitian, so the pseudoscalar vertex is $\Gamma=i\gamma^5$, with the same $\eta$.

For independent electrons at zero temperature with chemical potential $\mu$, define

$$\Omega(\lambda,\mu)=-\tfrac12\sum_k|E_k(\lambda)-\mu|=\tfrac12\sum_{\rm occ}(E_k-\mu)-\tfrac12\sum_{\rm empty}(E_k-\mu). \tag{12}$$

It differs from $\sum_{\rm occ}(E_k-\mu)$ by $\tfrac12\mathrm{Tr}(H-\mu)$, which is at most linear in $\lambda$, so the coefficients of $\lambda^2$ and higher are those of the energy of the filled levels. Tr runs over the whole basis. The vacuum is $\mu=0$.

**Loop expansion.** Assume a finite basis and $\mu$ at a distance $\delta>0$ from the nearest level of $H_0$. For small $\lambda$ no level crosses $\mu$, and the Hellmann–Feynman theorem gives $d\Omega/d\lambda=-\tfrac12\sum_k\mathrm{sgn}(\xi_k)\langle k|W|k\rangle$ with $\xi_k=E_k-\mu$. The sign function has an integral form. Since $1/(i\omega-\xi)=-(\xi+i\omega)/(\omega^2+\xi^2)$, the part odd in $\omega$ drops out over a symmetric range, and $\int d\omega\,\xi/(\omega^2+\xi^2)=\pi\,\mathrm{sgn}\,\xi$, so

$$\int\frac{d\omega}{2\pi}\,\frac1{i\omega-\xi}=-\tfrac12\,\mathrm{sgn}\,\xi. \tag{13}$$

Hence $d\Omega/d\lambda=\int\frac{d\omega}{2\pi}\mathrm{Tr}\,[W\,(i\omega+\mu-H)^{-1}]$. The resolvent has the series $\sum_{m\ge0}\lambda^m(G_0W)^mG_0$, convergent for $|\lambda|\,\|W\|<\delta$ because $\|G_0(i\omega+\mu)\|\le1/\delta$. Setting $n=m+1$ and integrating $\lambda^{n-1}$,

$$\Omega=\Omega(0,\mu)+\sum_{n\ge1}c_n\lambda^n,\qquad c_n=\frac1n\int\frac{d\omega}{2\pi}\,\mathrm{Tr}\,\big[(WG_0)^n\big]_{E=i\omega+\mu}. \tag{14}$$

In a plane-wave basis, $W$ is a sum of terms each injecting a momentum, with Dirac matrix $\gamma^0\Gamma$. By (11) every $G_0$ ends in $\gamma^0$, which meets the $\gamma^0$ at the start of the next vertex (cyclically, for the last one) and gives 1. The Dirac trace in (14) is then exactly $T$ of (3), with all lines at the same energy. For $n$ different vertices there are $n!$ assignments to the $n$ factors $W$; the $n$ cyclic rotations of an assignment give equal traces and cancel the $1/n$, leaving each of the $(n-1)!$ cyclic orders once with weight $+1$. Define

$$L(\mu)=\int\frac{d\omega}{2\pi}\sum_{\mathbf k}T(E=i\omega+\mu,\mathbf k). \tag{15}$$

**All orders.** Let $D=\gamma^{0T}C$; its inverse is $C^{-1}\gamma^{0T}$ because $(\gamma^{0T})^2=1$. For a vertex with sign $\eta$,

$$D\,\gamma^0\Gamma\,D^{-1}=\gamma^{0T}(-\gamma^{0T})(\eta\Gamma^T)\gamma^{0T}=-\eta\,\Gamma^T\gamma^{0T}=-\eta\,(\gamma^0\Gamma)^T. \tag{16}$$

The cases $\Gamma=\gamma^i$ and $\Gamma=1$ give $D\alpha_iD^{-1}=+\alpha_i^T$ and $D\beta D^{-1}=-\beta^T$, so $DH_0(\mathbf k)D^{-1}=c\,\boldsymbol\alpha^T\!\cdot\mathbf k-\beta^TM=-H_0(-\mathbf k)^T$. Write the Hamiltonian in blocks, $H_{\mathbf k'\mathbf k}(\lambda)=\delta_{\mathbf k'\mathbf k}H_0(\mathbf k)+\lambda\sum_av_a(\mathbf k'-\mathbf k)\gamma^0\Gamma_a$, let all $\Gamma_a$ have the same $\eta$, and let the basis be symmetric, so that the relabelling $R:\mathbf k\to-\mathbf k$ maps it onto itself. Then

$$\big(RD\,H(\lambda)\,D^{-1}R^{-1}\big)_{\mathbf k'\mathbf k}=DH_{-\mathbf k',-\mathbf k}D^{-1}=-\delta_{\mathbf k'\mathbf k}H_0(\mathbf k)^T-\eta\lambda\sum_av_a(\mathbf k-\mathbf k')(\gamma^0\Gamma_a)^T .$$

The right side is minus the transpose of the block $H_{\mathbf k\mathbf k'}(\eta\lambda)$, which is the $(\mathbf k',\mathbf k)$ block of $-H(\eta\lambda)^T$. Similar matrices and transposed matrices have the same eigenvalues, so

$$\mathrm{spec}\,H(\lambda)=-\,\mathrm{spec}\,H(\eta\lambda),\qquad\Omega(\lambda,\mu)=\Omega(\eta\lambda,-\mu), \tag{17}$$

the second because $|-E-\mu|=|E-(-\mu)|$. For vector couplings and $\mu=0$, $\Omega$ is even in $\lambda$ at any strength, inside or outside the radius of convergence of (14). For $\eta=+1$, (17) says that the spectrum is symmetric about zero and puts no constraint on odd orders.

## A.9 Where the cancellation fails

**Electrons present.** At $E=i\omega+\mu$, the argument $-\ell$ in (9) has energy $-i\omega-\mu=i(-\omega)+(-\mu)$. Summing over symmetric $\omega$ and $\mathbf k$,

$$L(\mu)=\eta\,L_{\rm rev}(-\mu). \tag{18}$$

The reversed loop that cancels $L(\mu)$ belongs to the state with positrons in place of electrons. The loop that is actually added is $L_{\rm rev}(+\mu)$. For $\eta=-1$ (an odd number of vector vertices, for example) the sum $L(\mu)+L_{\rm rev}(\mu)$ is an odd function of $\mu$, zero at $\mu=0$ and as long as $|\mu|<M$, since no pole lies between the integration lines (Section A.11 makes this contour argument explicit). For $n=1$, $\Gamma=\gamma^0$, equations (11) and (13) give $L=\tfrac12(N_{\rm occ}-N_{\rm empty})$: the tadpole counts the electrons added to the vacuum. At finite temperature the integral over $\omega$ becomes a sum over fermionic Matsubara frequencies, a set symmetric about zero, so (18) is unchanged and at $\mu=0$ temperature does not spoil the cancellation. The vanishing for $0<|\mu|<M$ is a zero-temperature result: at finite temperature such a $\mu$ gives unequal numbers of thermally excited electrons and positrons, and the sum is in general not zero.

**A background field.** If the loop is built from propagators in an external potential, $C$ reverses the sign of that potential too, by (17). Expanded in the potential, each insertion is one more vector vertex, and the theorem applies to the total count. The charge density induced in the vacuum is the derivative of $\Omega$ with respect to the electrostatic potential; the derivative of an even functional is odd. The induced density of a nucleus of charge $Z$ therefore contains only odd powers of $Z\alpha$, the Uehling term at first order and the Wichmann–Kroll terms from third order on. This local density is a tadpole made of a propagator in the external potential, and unlike the free tadpole it is in general not zero.

**Flavour matrices.** If vertex $a$ carries a matrix $t_a$ in an internal space, the pair becomes, with $t=\mathrm{tr}(t_1\cdots t_n)$ and $t'=\mathrm{tr}(t_n\cdots t_1)$,

$$tL+t'L_{\rm rev}=\tfrac12(t+t')(L+L_{\rm rev})+\tfrac12(t-t')(L-L_{\rm rev}). \tag{19}$$

For $\eta=-1$ the first term vanishes and the second is $(t-t')L$. Commuting matrices give $t=t'$ and the cancellation survives. For Pauli matrices, $\tau_1\tau_2=i\tau_3$ gives $t=\mathrm{tr}(\tau_1\tau_2\tau_3)=2i$ and $t'=-2i$, and the pair is $2i(L-L_{\rm rev})$. In the all-order argument the transposition turns $\lambda\tau_a$ into $-\lambda\tau_a^T=\lambda\,\tau_2\tau_a\tau_2$, which is similar to the original coupling, so evenness in $\lambda$ does not follow.

**Even vertices and unsymmetric cutoffs** were treated in Section A.7.

## A.10 Worked example A: single integrands

The constants are $c=274.07200$ Ry bohr and $M=37557.730$ Ry, so $c^2=2M=75115.46$ Ry$^2$ bohr$^2$. Four-vectors are written (energy in Ry; momentum in bohr$^{-1}$). Take $\ell=(10000;30,40,50)$, $q_1=(20000;100,0,0)$, $q_2=(5000;0,60,0)$ and $q_3=-q_1-q_2=(-25000;-100,-60,0)$. The rule (3) gives

$$p_3=(10000;30,40,50),\quad p_2=p_3+q_3=(-15000;-70,-20,50),\quad p_1=p_2+q_2=(-10000;-70,40,50).$$

For $p_1$, $\mathbf p^2=4900+1600+2500=9000$, and $p_1^2-M^2=10^8-75115.46\times9000-37557.730^2=-1.986622\times10^9$ Ry$^2$. The other two denominators are $-1.771484\times10^9$ and $-1.686160\times10^9$ Ry$^2$. Their product is $-5.93405\times10^{27}$ Ry$^6$.

**Vertices $\gamma^0,\gamma^1,\gamma^2$.** The numerator is $\mathrm{tr}[\gamma^0(\hat p_1+M)\gamma^1(\hat p_2+M)\gamma^2(\hat p_3+M)]$. Any product of $\gamma$'s reduces by (1) to $\pm\Gamma_A$, which is traceless unless every index occurs an even number of times. The vertices supply the indices $0,1,2$ once each, so the propagators must supply each of them an odd number of times. This needs all three $\hat p$, with indices a permutation of $(0,1,2)$, and all terms containing $M$ vanish. Each such term has one time and two space components, with coefficient $(+1)(-1)^2=+1$ from the definition of $\hat p$. For $\gamma^0\gamma^{s_1}\gamma^1\gamma^{s_2}\gamma^2\gamma^{s_3}$ the six products are:

- $(s_1s_2s_3)=(012)$: $\gamma^0\gamma^0\,\gamma^1\gamma^1\,\gamma^2\gamma^2=(1)(-1)(-1)=+1$;
- $(021)$: $\gamma^0\gamma^0\,\gamma^1(\gamma^2\gamma^2)\gamma^1=(1)(-1)(-1)=+1$;
- $(102)$: $\gamma^0(\gamma^1\gamma^1)\gamma^0\,\gamma^2\gamma^2=(-1)(1)(-1)=+1$;
- $(120)$: $\gamma^0(\gamma^1\gamma^1)(\gamma^2\gamma^2)\gamma^0=+1$;
- $(201)$: $\gamma^0\gamma^2\gamma^1\gamma^0\gamma^2\gamma^1=\gamma^2\gamma^1\gamma^2\gamma^1=-\gamma^2\gamma^2\gamma^1\gamma^1=-1$;
- $(210)$: $\gamma^0\gamma^2(\gamma^1\gamma^1)\gamma^2\gamma^0=(-1)(-1)(1)=+1$.

With $a,b,d$ for the components of $p_1,p_2,p_3$ as listed above, the numerator is

$$N=4c^2\,[a^0b^1d^2+a^0b^2d^1+a^1b^0d^2+a^1b^2d^0-a^2b^0d^1+a^2b^1d^0].$$

The six terms, in units of $10^6$, are $(-10000)(-70)(40)\to28$, $(-10000)(-20)(30)\to6$, $(-70)(-15000)(40)\to42$, $(-70)(-20)(10000)\to14$, $-(40)(-15000)(30)\to18$ and $(40)(-70)(10000)\to-28$. They add to $80\times10^6$. Then $N=4\times75115.46\times8.0\times10^7=2.40369\times10^{13}$ Ry$^3$ and

$$T=\frac{2.40369\times10^{13}}{-5.93405\times10^{27}}=-4.0507\times10^{-15}\ \mathrm{Ry}^{-3},$$

in agreement with the value $-4.050680\times10^{-15}$ Ry$^{-3}$ from numerical matrix inversion.

The reversed loop starts from $r_3=-\ell=(-10000;-30,-40,-50)$. Adding $q_1$ gives $r_2=(10000;70,-40,-50)=-p_1$, and adding $q_2$ gives $r_1=(15000;70,20,-50)=-p_2$. The numerator is cubic in the momenta, so it equals $-\mathrm{tr}[\gamma^2\hat p_2\gamma^1\hat p_1\gamma^0\hat p_3]$, and by (6) with $k=6$ and cyclicity this trace of six matrices equals the forward one. The program prints $T_{\rm rev}=+4.050680\times10^{-15}$ Ry$^{-3}$.

**Vertices $\gamma^0,\gamma^1,\gamma^2\gamma^5$.** Here $\eta=(-1)(-1)(+1)=+1$. Both orientations give $8.636895\times10^{-15}\,i$ Ry$^{-3}$, and $|T+T_{\rm rev}|/|T|=2$. The value is imaginary because traces of products of $\gamma^\mu$ are real integers, the momenta are real, and $\gamma^5$ brings one explicit factor $i$.

**Four vertices $\gamma^0,\gamma^1,\gamma^2,\gamma^3$.** With $q_3=(-8000;0,0,20)$ and $q_4=(-17000;-100,-60,-20)$, both orientations give $-1.518879\times10^{-21}$ Ry$^{-4}$ and the pair doubles. The printed parts of order $10^{-30}$ and smaller, which should vanish by the reality argument just given, are rounding errors.

## A.11 Worked example B: integrated loops against diagonalization

Under symmetric integration, a vacuum loop with $\eta=-1$ cancels against its reverse unless flavour matrices give different traces in the two orders; with electrons present the cancellation can fail. Example A has checked the signs on single integrands, and it remains to compare integrated loops with diagonalization in a finite basis.

Numbers in the example were calculated in double precision.
